# Slope of the Lindhard function at $q=2k_F$ from tetrahedra and smearing, part 2

Free electrons (mass $m$, both spins, simple-cubic constant $a$, fixed $E_F=\hbar^2k_F^2/2m$) have static response $\chi=-N(E_F)F(x)$, with $N(E_F)=mk_F/\pi^2\hbar^2$, $x=q/2k_F$ and $\mathbf q\parallel z$ unless stated. We compare $F'(1)$ from linear tetrahedra and from mesh sums with Fermi–Dirac width $t=k_BT/E_F$. The mesh has spacing $h$ and contains $\mathbf k=0$; $\eta=h/k_F=1/M$. Part (d) takes $k_F=1.0\times10^{10}\ {\rm m^{-1}}$, $2\pi/a=1.6\,k_F$ and five meshes, $8^3$ to $128^3$.

A scaling estimate gave

$$F'(1)\simeq\tfrac12-\tfrac12\ln\frac{2}{w_0},\tag{1}$$

with $w_0\sim\eta^2/8$ for tetrahedra and $\eta/2$ for smearing at $t=\eta$.

With occupations $f$, volume $V$, $D=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$ and $L=\ln|(1+x)/(1-x)|$, plane-wave labelling gives

$$\chi=\frac2V\sum_{\text{all }\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad \varepsilon_{\mathbf k}=\frac{\hbar^2k^2}{2m}.\tag{2}$$

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.\tag{4}$$

$$F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}L\;\longrightarrow\;\frac12-\frac12\ln\frac{2}{|1-x|}\quad(x\to1).\tag{5}$$

$$F'(x)=-\frac{F}{x}-\frac1{4\pi x}\,{\rm P}\!\int\frac{A'(z)\,dz}{z+x}.\tag{6}$$

$A(z)$ is the occupied cross-section. If $A'$ jumps by $\Delta A'$ at $u=z+x=\delta$, the integral contains $-\Delta A'\ln|\delta|$; a jump of $A$ likewise makes $F$ diverge.

In mesh units ($h=\hbar^2h^2/2m=1$, $\varepsilon=k^2$, $X=xM$),

$$F=\frac{1}{4\pi XM}\,{\rm P}\!\int_{\rm occ}\frac{d^3k}{z+X},\qquad F'(x)=-\frac Fx-\frac{J}{4\pi X},\qquad J={\rm P}\!\int\frac{A'(z)\,dz}{z+X}.\tag{7}$$

For a tetrahedron of volume $V_T$ with vertex values $d_i$ of $d=z+X$,

$$\int_T\frac{d^3k}{d}=6V_T\,\phi[d_0,d_1,d_2,d_3]=6V_T\sum_i\frac{\phi(d_i)}{\prod_{j\ne i}(d_i-d_j)},\qquad\phi=\tfrac12d^2\ln|d|.\tag{8}$$

The occupied region is the convex polyhedron $g(k_x)+g(k_y)+g(k_z)\le M^2$, where $g=l^2+(2l+1)\theta$ at $|k|=l+\theta$. Thus $A=\alpha(M^2-g(z))$, with $\alpha(r)$ the area of $g(k_x)+g(k_y)\le r$; $\alpha=2r^2$ for $r<1$, a pyramidal tip. Its deviation $\delta A$ from the sphere's cross-section is bounded.

The principal-value form integrates $f/D$. The Rath–Freeman form integrates $f(1-f')/D$, $f'=f_{\mathbf k+\mathbf q}$, and equals the mean of (7) over this polyhedron and that of a mesh displaced by $\mathbf q$.

For integer $M$ at $x=1$, let $w=z+M$, $r=M^2-g(z)$, $n=2M$. In $l<w<l+1$, $dr/dw=\sigma_l=2M-2l-1$. With $r_0=0.26888$, defined by $\int_0^R\alpha'dr/r\simeq\pi\ln(R/r_0)$ at large $R$, and up to vanishing terms,

$$\frac J\pi=(2M-1)\ln\frac{2M}{r_0}-1+2M\ln2M-\sum_{l=1}^{n-1}(2l+1)\ln\frac{l+1}l.$$

The last sum is evaluated first, by shifting the index in its $\ln(l+1)$ terms.

$$\sum_{l=1}^{n-1}(2l+1)\ln\frac{l+1}{l}=\sum_{l=2}^{n}(2l-1)\ln l-\sum_{l=1}^{n-1}(2l+1)\ln l=(2n-1)\ln n-2\ln(n-1)!$$

This equals $(2n+1)\ln n-2\ln n!$, which by Stirling's formula $2\ln n!=(2n+1)\ln n-2n+\ln2\pi+O(1/n)$ is $2n-\ln2\pi$. Collecting terms,

$$\frac J\pi=2M\ln\frac{4M^2}{r_0}-4M-\ln\frac{2M}{r_0}-1+\ln2\pi=2M\ln\frac{4M^2}{r_0}-4M+\ln\frac{\pi r_0}{M}-1 .$$

The value $F_{\rm tet}(1)$ differs from $\frac12$ by order $\eta^2\ln\eta$, since $\delta A$ is bounded and the pyramid cuts off the logarithm $L$. Inserting in (7) with $X=M$,

$$F'_{\rm tet}(1)=\frac12-\frac12\ln\frac{4}{r_0\eta^2}-\frac\eta4\left[\ln(\pi r_0\eta)-1\right]+o(\eta).\tag{10}$$

The leading part has the form (1) with $w_0=r_0\eta^2/2=0.13444\,\eta^2$. The term of order $\eta\ln\eta$ belongs to the principal-value form. With $\theta$ the fractional part of $z$, $A'=\alpha'[-2z-(1-2\theta)]$. For the second polyhedron of the Rath–Freeman form the mesh moves by $2\,\delta X$, which reverses the sign of $(1-2\theta)$ in $J$, so in the mean $\sigma_l$ is replaced by $2M-2w$. The same steps then give $J/\pi=2M\ln(4M^2/r_0)-4M-1$, that is, the same leading part with $+\eta/4$ as the correction. The argument bounds the remainder only by $o(\eta)$. The program asserts that it is below $\frac12\eta^2\ln(4/\eta^2)$ for the five meshes.

For $M=l+\theta$ the tip solves $g=M^2$, so $M-|z_{\rm tip}|=\theta-(2l\theta+\theta^2)/(2l+1)=\theta(1-\theta)/(2l+1)$, which is $1/8M$ at $\theta=\frac12$. Measured from the tip, $r\simeq2Mw$ again, and the leading part of (10) holds at $x_{\rm tip}$. For $M=20.5$, $1-x_{\rm tip}=2.974\times10^{-4}$ and $F'=-3.878$ against the leading form $-3.870$. The shift is comparable to $w_0$, so at $x=1$ itself the constant in (10) depends on $\theta$, while the $\eta^2$ scaling does not.

*Spurious singularities of the principal-value form.* At the plane $z=-l$ with $0<l<M$, $g'$ passes from $-(2l+1)$ to $-(2l-1)$. Since $A'=-\alpha'g'$, the jump is $\Delta A'=-2\alpha'(M^2-l^2)$. For $X=l+\delta$ the rule after (6) gives $J\ni2\alpha'\ln|\delta|$ and

$$F'\ni\frac{\alpha'(M^2-l^2)}{2\pi l}\ln\frac1{|\delta|}.$$

With $\alpha'\approx\pi$ the weight is about $1/2l$, opposite in sign to the true singularity and smaller by a factor $l$. For $M=10$, $l=8$, $\alpha'(36)=3.2221$ predicts $3.2221/16\pi=0.06410$, and the tetrahedron sum gives 0.06411. Every second mesh vector, $q=2lh$, sits on such a plane, where $F$ is finite and the analytic slope of the principal-value form is not. In the Rath–Freeman form the kink of the first polyhedron lies at $u=+\delta$ and that of the displaced one at $u=-\delta$. Their terms $\delta\ln|\delta|$ in $F$ have opposite signs and cancel, so the slope stays finite. The (111) divergence described next does not cancel, because there both cutting planes coincide with $D=0$ and $(f-f')/D=1/|D|$ on both sides. At $l=M$ the weight vanishes because $\alpha'(0)=0$.

For $\mathbf q\parallel(111)$ the cube on the diagonal with $3i^2<M^2<3(i+1)^2$ has a face normal to $\mathbf q$, which by convexity is the end of the polyhedron. There $A$ jumps from 0 to the face area $S$, and $F\ni S\ln(1/|\delta|)/4\pi XM$. For $M=10$, $i=5$, the face is $75+11(a+b+c)=100$, or $a+b+c=25/11$. It cuts off the far corner with legs $3-25/11=8/11$, an equilateral triangle of area $S=\frac{\sqrt3}2(8/11)^2=0.4581$ at distance $X=(15+25/11)/\sqrt3$, or $x=0.99724$. The predicted weight is $3.655\times10^{-4}$ and the computed one $3.668\times10^{-4}$. Two parallel flat faces nest perfectly, as in one dimension, and the method returns an infinite $F$ at that $q$, with a weight of order $\eta^2$.

### (c) Smearing

*The converged integral.* For $\varepsilon\ge0$, $f(\varepsilon)=\int_0^\infty dE\,(-\partial f/\partial E)\,\Theta(E-\varepsilon)$, and (2) is linear in $f$. The response is thus an average of zero-temperature responses with Fermi energy $E$. With $s=\sqrt{E/E_F}$ the Fermi wave number is $sk_F$, the density of states is $sN(E_F)$ and the argument is $x/s$. This is Maldague's formula:

$$F_T(x)=\langle sF(x/s)\rangle,\qquad F'_T(x)=\langle F'(x/s)\rangle .$$

Let $u=s^2-1=ty$. The weight is $dy/4\cosh^2(y/2)$, even in $y$, and extending its lower limit $-1/t$ to $-\infty$ costs an error of order $e^{-1/t}$. At $x=1$ insert $1/s$ in (5): $1/2x\to s/2$, $(1+x^2)/4x^2\to(s^2+1)/4=(2+u)/4$, and $L=\ln|(s+1)/(s-1)|=2\ln(1+s)-\ln|u|$, because $(s-1)(s+1)=u$. Exactly,

$$F'(1/s)=\frac s2-\frac{2+u}2\ln(1+s)+\frac{2+u}4\ln|u| .$$

Expand $s=1+u/2-u^2/8$ and $\ln(1+s)=\ln2+\ln(1+u/4-u^2/16)=\ln2+u/4-3u^2/32$. Odd terms, including $u\ln|u|$, average to zero. The $u^2$ coefficient is $-\frac1{16}+\frac3{32}-\frac18=-\frac3{32}$, so $F'_T(1)=\frac12-\ln2+\frac12\langle\ln|u|\rangle-\frac3{32}\langle u^2\rangle$.

Both averages follow from one moment. By parts, $\langle|y|^p\rangle=2p\int_0^\infty y^{p-1}dy/(e^y+1)=2\Gamma(p+1)\lambda(p)$, where expanding in powers of $e^{-y}$ gives $\lambda(p)=\sum_n(-1)^{n+1}n^{-p}=(1-2^{1-p})\zeta(p)$. Both ends are analytic for $p>-1$, so the identity extends to $p=0$. At $p=2$, $\lambda=\pi^2/12$ and $\langle y^2\rangle=\pi^2/3$. The derivative at $p=0$ uses $\Gamma'(1)=-\gamma$, $\zeta(0)=-\frac12$ and $\zeta'(0)=-\frac12\ln2\pi$, which give $\lambda(0)=\frac12$ and $\lambda'(0)=2\ln2\,\zeta(0)-\zeta'(0)=\frac12\ln(\pi/2)$. Hence $\langle\ln|y|\rangle=\ln(\pi/2)-\gamma=-0.12563$, which the program confirms by quadrature, and

$$F'_T(1)=\frac12-\frac12\ln\frac{8e^\gamma}{\pi t}-\frac{\pi^2t^2}{32}+O(t^4).\tag{11}$$

This is (1) with $w_0=\pi e^{-\gamma}t/4=0.44097\,t$. The value behaves differently. From (4), $sF(1/s)=s/2+\frac u4[2\ln(1+s)-\ln|u|]$. The singular term is odd and drops out, the $u^2$ coefficient is $-\frac1{16}+\frac18=\frac1{16}$, and

$$F_T(1)=\frac12+\frac{\pi^2t^2}{48}+O(t^4).\tag{12}$$

*The mesh sum.* In mesh units $N(E_F)=M/2\pi^2$ and $\chi=(2/8\pi^3)\sum W$ with $W=(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})$, so $F=-\sum W/2\pi M$; at $D=0$, $W$ is its limit $\partial f/\partial\varepsilon$. Poisson summation gives $\sum_{\mathbf k}W=\sum_{\mathbf n}\int d^3k\,W e^{2\pi i\mathbf n\cdot\mathbf k}$. The term $\mathbf n=0$ is the integral and the others are the error. The zero of $D$ is removable in $W$, so the nearest singularities are the poles of $f$ at $\varepsilon=M^2\pm i\pi tM^2$. For $\mathbf n=(0,0,1)$ and fixed $\rho=k_x^2+k_y^2$ the $z$ contour closes on the pole $z=\sqrt{M^2-\rho+i\pi tM^2}$. Its imaginary part is smallest at $\rho=0$, where it is $\pi tM/2$ for $\pi t\ll1$. Up to powers of $tM$ and $M$,

$$|F_{\rm mesh}-F_T|\propto e^{-2\pi\cdot\pi tM/2}=e^{-\pi^2t/\eta}.\tag{13}$$

At $M=20$ the largest deviation from Maldague's formula for $0.95\le x\le1.05$ is $1.85\times10^{-4}$ at $tM=0.4$ and $5.47\times10^{-7}$ at $tM=1$. The logarithm of the ratio is $-5.82$, against $-0.6\pi^2=-5.92$ from the exponent alone. The exponential factor falls as the mesh is refined only if $t/\eta$ grows. For $t\propto\eta$ it stays fixed and only the power-law prefactors change with $M$; at $t=\eta$ the mesh slope in the table of (d) stays about $10^{-4}$ from (11) for $M\ge20$. The choice $t=\eta$ below is a convention within this rule.

### (d) Numbers

The parameters are round model values. They give $a=3.927\times10^{-10}$ m, $n=k_F^3/3\pi^2=3.377\times10^{28}\ {\rm m^{-3}}$ and 2.045 electrons per cell. The zone boundary lies at $\pi/a=0.8\,k_F$, so the sphere crosses it. A mesh of $N^3$ points per zone has $h=1.6k_F/N$, that is $M=N/1.6$. The tetrahedron entries are those of the principal-value form; the Rath–Freeman slope has the same leading logarithm and differs at order $\eta\ln\eta$.

| $N$ | $M$ | $F'_{\rm tet}(1)$ | Eq. (10) | $F'_{\rm mesh}(1)$, $t=\eta$ | Eq. (11) |
|---|---|---|---|---|---|
| 8 | 5 | −2.2950 | −2.3204 | −1.0741 | −1.0730 |
| 16 | 10 | −3.0578 | −3.0657 | −1.4105 | −1.4103 |
| 32 | 20 | −3.7912 | −3.7936 | −1.7547 | −1.7546 |
| 64 | 40 | −4.5077 | −4.5084 | −2.1007 | −2.1006 |
| 128 | 80 | −5.2144 | −5.2146 | −2.4471 | −2.4470 |

For $N=32$: $h=1.6\times10^{10}/32=5.0\times10^8\ {\rm m^{-1}}$, $\eta=0.05$, $E_F=6.104\times10^{-19}$ J $=3.810$ eV and $N(E_F)=8.299\times10^{46}\ {\rm J^{-1}m^{-3}}$. The smearing is $k_BT=0.05\,E_F=3.052\times10^{-20}$ J $=0.1905$ eV, or 2211 K. The values near the singularity are:

| $x$ | exact | tetrahedra | smearing |
|---|---|---|---|
| 0.90 | 0.65540 | 0.65439 | 0.64907 |
| 0.99 | 0.52660 | 0.52478 | 0.51804 |
| 1.00 | 0.50000 | 0.49736 | 0.50052 |
| 1.01 | 0.47361 | 0.47200 | 0.48306 |
| 1.10 | 0.35469 | 0.35383 | 0.36023 |

At $q=2k_F$, $\chi=-8.299\times10^{46}\times0.49736=-4.128\times10^{46}\ {\rm J^{-1}m^{-3}}$ by tetrahedra and $-8.299\times10^{46}\times0.50052=-4.154\times10^{46}$ by smearing, against the exact $-4.150\times10^{46}$. Exactly at $x=1$ smearing is the closer of the two. Equation (12) explains this: $\pi^2(0.05)^2/48=0.0005$, because a symmetric average cancels an odd singularity at its centre. One per cent away the absolute errors in $F$ are $-0.0086$ and $+0.0095$ for smearing, against $-0.0018$ and $-0.0016$ for tetrahedra. The value at $2k_F$ therefore does not measure the resolution. The tetrahedron errors in this table are negative, as expected from the volume deficit at fixed chemical potential.

The slopes follow from $d\chi/dq=-N(E_F)F'/2k_F$: $8.299\times10^{46}\times3.7912/(2\times10^{10})=1.573\times10^{37}\ {\rm J^{-1}m^{-2}}$ for tetrahedra, and $7.281\times10^{36}\ {\rm J^{-1}m^{-2}}$ for smearing with 1.7547 in place of 3.7912; the exact slope is infinite. The cutoffs are $w_0=0.13444/400=3.361\times10^{-4}$ and $0.44097\times0.05=2.205\times10^{-2}$. In wave number, $\delta q=2k_Fw_0$ is $6.72\times10^6\ {\rm m^{-1}}$ and $4.41\times10^8\ {\rm m^{-1}}$, far below the mesh spacing in the first case and close to it in the second.

Smearing reaches the tetrahedron cutoff at $t=3.361\times10^{-4}/0.44097=7.622\times10^{-4}$. On the same mesh the exponent in (13) is then $\pi^2\times7.622\times10^{-4}\times20=0.15$, so aliasing is not suppressed, and the sum gives $F'(1)=-10.1$ where the converged value is $-3.846$. Keeping $t=\eta$ requires $M=1/t=1312$, or $(1312/20)^3=2.8\times10^5$ times as many points. The numerical check, with its output, contains the tests and numbers quoted.

## Comparison of estimate and solution

The powers of $\eta$ in the estimate are those of the solution. From $M=40$ to $M=80$ the slope changes by $-0.7066$ for tetrahedra, against $-\ln2=-0.6931$, and by $-0.3464$ for smearing, against $-\frac12\ln2=-0.3466$. The excess for tetrahedra is the $\eta\ln\eta$ term of (10), which the estimate does not contain and which is absent in the Rath–Freeman form. At $M=20$ this term is $-3.794-(-3.846)=0.052$, since $-3.846$ is the form (1) at the tetrahedron cutoff, the $t^2$ term being negligible there.

The estimated coefficients $1/8$ and $1/2$ are replaced by 0.134 and 0.441, and the ratio $4M=80$ by 65.6. Because $w_0$ enters through $\frac12\ln w_0$, these changes move the slopes by $\frac12\ln(0.134/0.125)$ and $\frac12\ln(0.441/0.5)$, both less than 0.1 in magnitude. The closeness of $1/8$ to $r_0/2$ is partly accidental: $\eta^2/8$ is the largest shift of the tip, which is zero for integer $M$, while $r_0\eta^2/2$ measures the pyramid that replaces the rounded cap. The estimate also leaves open how sharp the condition on $t$ is, and (13) shows that it is exponential with the large coefficient $\pi^2$.

What the estimate misses is the kind of error. A single blur width describes smearing, whose converged result is a smooth function and is the physical response if $T$ is the real temperature; resolving the slope below $w_0=0.441\,t$ then has no meaning. Tetrahedra do not blur the surface but facet it. Along (001) this removes the divergence of the slope at the tip. In the principal-value form it also adds divergences of the opposite sign at $q=2lh$ with $l<M$, which cancel in the Rath–Freeman form. Their weight in $F'$ is about $1/2l$, which is of order $\eta$ near $2k_F$ but of order one for the smallest $l$. Along (111) $F$ itself diverges at the end face, with a weight of order $\eta^2$. A principal-value tetrahedron slope along (001) taken at a single $q$ is therefore not meaningful on or close to the planes with $l<M$; at $l=M$, where the slopes in (d) are taken, the weight vanishes. In that form distance from the planes is no guarantee at small $q$, where their weight is large and the exact slope is small.

The constants belong to this model. The value of $r_0$ holds for the cubic mesh and $\mathbf q\parallel(001)$, and $\pi e^{-\gamma}/4$ holds for Fermi–Dirac occupations. The exactness of (8) rests on $D$ being linear. For a smooth non-parabolic band both $\varepsilon$ and $D$ carry interpolation errors of order $h^2$, which suggests that the $\eta^2$ scaling survives with another constant; this is a conjecture, not derived or tested here. The derivation also needs the plane-wave labelling. Bands ordered by energy have kinks at the zone boundary, where two parabolas cross, and a chord across a kink errs by order $h$ in energy. Where the Fermi surface meets a crossing that passes through the interior of a mesh cell, the $h^2$ argument does not apply to energy-ordered bands. For this filling the sphere reaches only the zone faces at $\pi/a=Nh/2$, the next Bragg planes lying at $\sqrt2\,\pi/a=1.13\,k_F$; these faces are mesh planes for even $N$, as in the tables, and cut through cells for odd $N$. This concerns the occupied region only. The denominator $D$ needs $\varepsilon_{\mathbf k+\mathbf q}$ out to $3k_F$, across Bragg planes such as (110) that cut through cells for every $N$, so with energy-ordered bands $D$ carries errors of order $h$ in those cells even when $N$ is even.

## Calculated quantities

```
fold test F(1): bands 0.52593807, extended 0.52593807, no matrix elements 20.8226
M=5, x=1.1: Rath-Freeman 0.34103041, principal value 0.34103041, exact 0.35469325
M=10 volume deficit 0.00750, predicted 0.00750
M=40, x=1.5: delta F -8.3828e-05, predicted -8.3825e-05
(001) M=10 l=8: log weight in F' 0.06411, predicted 0.06410, alpha'(36) 3.2221
(111) M=10 x=0.99724 S=0.4581 h^2: log weight in F 3.6675e-04, predicted 3.6552e-04
M=20.5: 1-x_tip 2.9744e-04, F'(x_tip) -3.8776, leading form -3.8703
M=20 aliasing in F: tM=0.4 1.85e-04, tM=1 5.47e-07, ln ratio -5.82, exponent -5.92
r0 = 0.26888, r0/2 = 0.13444, <ln|y|> = -0.12563, pi exp(-gamma)/4 = 0.44097
mesh N, M | tetra F(1), F'(1), asymptote | smear t=1/M F(1), F'(1), Maldague, asymptote
   8   5 | 0.46949 -2.2950 -2.3204 | 0.50885 -1.0741 -1.0741 -1.0730
  16  10 | 0.49088 -3.0578 -3.0657 | 0.50209 -1.4105 -1.4104 -1.4103
  32  20 | 0.49736 -3.7912 -3.7936 | 0.50052 -1.7547 -1.7546 -1.7546
  64  40 | 0.49925 -4.5077 -4.5084 | 0.50013 -2.1007 -2.1006 -2.1006
 128  80 | 0.49979 -5.2144 -5.2146 | 0.50003 -2.4471 -2.4470 -2.4470
slope change M=40->80: tetra -0.7066 (-ln2 -0.6931), smear -0.3464 (-0.3466)
M=20, t=7.622e-04 matching tetra w0: mesh F'(1) -10.134, converged -3.846
M=20 x=0.50: F exact 0.91198, tetra 0.91124, smear t=0.05 0.91058
M=20 x=0.90: F exact 0.65540, tetra 0.65439, smear t=0.05 0.64907
M=20 x=0.99: F exact 0.52660, tetra 0.52478, smear t=0.05 0.51804
M=20 x=1.00: F exact 0.50000, tetra 0.49736, smear t=0.05 0.50052
M=20 x=1.01: F exact 0.47361, tetra 0.47200, smear t=0.05 0.48306
M=20 x=1.10: F exact 0.35469, tetra 0.35383, smear t=0.05 0.36023
M=20 x=1.50: F exact 0.16470, tetra 0.16437, smear t=0.05 0.16553
kF = 1.000e+10 1/m, a = 3.9270e-10 m, n = 3.3774e+28 1/m^3, electrons/cell = 2.0453
EF = 6.1043e-19 J = 3.8100 eV, N(EF) = 8.2992e+46 1/(J m^3), h = 5.000e+08 1/m
kB T = 3.0521e-20 J = 0.1905 eV, T = 2211 K
chi(2kF): exact -4.1496e+46, tetra -4.1277e+46, smear -4.1539e+46 1/(J m^3)
dchi/dq(2kF): tetra 1.5732e+37, smear 7.2813e+36 1/(J m^2)
w0: tetra 3.361e-04, smear 2.205e-02, ratio 65.6
delta q = 2 kF w0: tetra 6.722e+06 1/m, smear 4.410e+08 1/m
M for smearing t=1/M to reach the tetra w0: 1312, k-point factor 2.82e+05
```
